# Heat Flow in a No-Slip Slab from the Guyer-Krumhansl Equation

**Setting.** In a crystal where phonon collisions mostly conserve quasi-momentum, the heat flux behaves partly like a viscous flow. Its steady Guyer-Krumhansl equation is

$$\mathbf q=-\kappa\nabla T+\ell^2\left[\nabla^2\mathbf q+2\nabla(\nabla\cdot\mathbf q)\right],\qquad \nabla\cdot\mathbf q=0 .$$

Here $\mathbf q$ is the heat flux, $T$ the temperature, $\kappa$ the bulk conductivity and $\ell$ the nonlocal length. Both coefficients are constant. The second equation states that energy is conserved and that there are no heat sources.

A slab fills $-a\le y\le a$. Heat flows along $z$, and the third direction plays no part: nothing varies along it and no heat flows along it. No heat crosses the walls. Far from the ends the flow is developed, meaning that $\mathbf q$ does not depend on $z$. Write $x=a/\ell$ for the ratio of half-width to nonlocal length; $x$ is not a coordinate here.

## Part (a): reduction to one equation

**Question.** Show that the temperature gradient is uniform in the developed region, and find the equation obeyed by $q_z(y)$.

**Answer.** Since $\mathbf q$ depends on $y$ alone, $\nabla\cdot\mathbf q=0$ becomes $dq_y/dy=0$. Thus $q_y$ is constant across the slab. It vanishes at the walls, so it vanishes everywhere. The term $2\nabla(\nabla\cdot\mathbf q)$ is zero as well.

The $y$ component of the flux equation is now $0=-\kappa\,\partial T/\partial y$, so $T=T(z)$. The $z$ component is

$$q_z(y)-\ell^2\frac{d^2q_z}{dy^2}=-\kappa\frac{dT}{dz}.$$

The left side can depend only on $y$ and the right side only on $z$. Both must therefore equal a constant. With $G=-dT/dz$, positive when heat flows towards $+z$,

$$q_z-\ell^2q_z''=\kappa G .$$

A prime on $q_z$ denotes $d/dy$. If $\ell=0$ this is Fourier's law. The extra term passes the retarding effect of a wall into the interior.

## Part (b): profile and mean conductivity

**Question.** The walls impose no slip, $q_z(\pm a)=0$. Find the flux profile and the mean conductivity $\kappa_{\rm eff}=\langle q_z\rangle/G$, where the brackets denote an average over $y$.

**Answer.** The constant $\kappa G$ is a particular solution, because its second derivative is zero. The homogeneous equation $q_z=\ell^2q_z''$ has solutions $\cosh(y/\ell)$ and $\sinh(y/\ell)$. The equation and the wall conditions are unchanged under $y\to-y$, so the odd solution drops out:

$$q_z=\kappa G+B\cosh(y/\ell).$$

At $y=a$ this gives $0=\kappa G+B\cosh x$, hence $B=-\kappa G/\cosh x$ and

$$q_z(y)=\kappa G\left[1-\frac{\cosh(y/\ell)}{\cosh x}\right].$$

The average of the hyperbolic cosine is

$$\frac1{2a}\int_{-a}^{a}\cosh(y/\ell)\,dy=\frac{\ell}{2a}\left[\sinh x-\sinh(-x)\right]=\frac{\sinh x}{x}.$$

Dividing by $\cosh x$ turns this into $\tanh x/x$. Therefore

$$\boxed{\kappa_{\rm eff}=\kappa F(x),\qquad F(x)=1-\frac{\tanh x}{x}.}$$

The conductivity is reduced to the fraction $F$ of its bulk value. The fraction lost is $\tanh x/x$.

A finite-difference solution of the equation in part (a), averaged numerically, gives $F=0.2384$ at $x=1$ and $0.6683$ at $x=3$. The formula gives the same values to these digits.

## Part (c): wall friction and the two limits

**Question.** Recover the loss without using the full profile in the average. Then find $F$ for narrow and wide slabs.

**Answer.** Average the equation of part (a) directly. The second derivative integrates to a difference of wall slopes:

$$\langle q_z\rangle=\kappa G+\frac{\ell^2}{2a}\left[q_z'(a)-q_z'(-a)\right]=\kappa G+\frac{\ell^2}{a}q_z'(a).$$

The last step uses the evenness of $q_z$, which makes its slope odd. Differentiating the profile gives $q_z'(a)=-(\kappa G/\ell)\tanh x$. The second term is then $-\kappa G\,(\ell/a)\tanh x=-\kappa G\tanh x/x$, as in part (b). The entire loss is the friction transmitted to the two walls; the interior only redistributes it.

**Narrow slab, $x\ll1$.** Insert $\tanh x=x-x^3/3+2x^5/15-\dots$:

$$F=\frac{x^2}{3}-\frac{2x^4}{15}+\dots,\qquad \kappa_{\rm eff}\simeq\frac{\kappa a^2}{3\ell^2}.$$

The ratio of $F$ to its leading term is $1-2x^2/5$. At $x=0.05$ this is $0.9990$, which is also the numerical value. Expanding both hyperbolic cosines in the profile gives, to leading order,

$$q_z\simeq\kappa G\,\frac{a^2-y^2}{2\ell^2}.$$

This is the parabola of viscous flow between plates.

**Wide slab, $x\gg1$.** From $\tanh x=1-2/(e^{2x}+1)$,

$$F=1-\frac1x+\frac{2}{x(e^{2x}+1)}\simeq1-\frac{\ell}{a}.$$

Each wall removes flux from a layer of thickness about $\ell$, while the middle carries nearly the bulk flux. The loss falls as the inverse width, so it persists in slabs many times wider than $\ell$. At $x=10$ it is still 10 % of the bulk value.

## Part (d): walls that allow slip

**Question.** Replace no slip by $q_z(a)=-\lambda q_z'(a)$, with the mirror condition at $-a$ and slip length $\lambda\ge0$. Find the new factor and examine its limits.

**Answer.** The flux decreases towards the wall, so $q_z'(a)<0$ and the minus sign gives a positive wall flux. Write the even solution as $q_z=\kappa G[1-A\cosh(y/\ell)]$. The condition at $y=a$ becomes

$$1-A\cosh x=\frac{\lambda}{\ell}A\sinh x,
\qquad A=\frac1{\cosh x+(\lambda/\ell)\sinh x}.$$

The mean loss is $A\sinh x/x$. Divide its numerator and denominator by $\cosh x$:

$$F_{\rm slip}=1-\frac{\tanh x}{x\left[1+(\lambda/\ell)\tanh x\right]}.$$

For $\lambda=0$ this is the result of part (b). For $\lambda\to\infty$ the walls exert no friction and $F_{\rm slip}\to1$.

In a wide slab $\tanh x\simeq1$, and the loss is $(\ell/a)/(1+\lambda/\ell)$. Slip divides the loss by a factor independent of width.

In a narrow slab with $\lambda$ no larger than about $a$, use $\tanh x\simeq x-x^3/3$ and expand the denominator:

$$F_{\rm slip}\simeq1-\left(1-\frac{x^2}{3}\right)\left(1-\frac{\lambda x}{\ell}\right)
\simeq\frac{x^2}{3}+\frac{\lambda x}{\ell}
=\frac{a^2}{3\ell^2}\left(1+\frac{3\lambda}{a}\right).$$

The omitted products are of order $x^4$, since $\lambda/\ell\lesssim x$. Here slip matters as soon as $3\lambda$ is comparable with $a$.

## Part (e): where the nonlocal length comes from

**Question.** Phonons of one speed $v$ move in the $(z,y)$ plane. Normal collisions conserve quasi-momentum and have mean free path $\Lambda_N$; resistive collisions destroy it and have mean free path $\Lambda_R$. The walls scatter diffusely. Derive $\ell$ and state when the slab equation holds.

**Answer.** Let $\theta$ be the angle of motion from the $z$ axis and $C$ the heat capacity per volume. The energy density per unit angle is an isotropic part, whose $z$ derivative is $-CG/2\pi$, plus a small deviation $\phi(y,\theta)$. Resistive collisions relax $\phi$ to zero. Normal collisions relax it to a drifting distribution with the same quasi-momentum. For linear dispersion this means the same energy flux, so the drifting part is $q_z\cos\theta/(\pi v)$. Indeed $\int_0^{2\pi}v\cos\theta\,[q_z\cos\theta/(\pi v)]\,d\theta=q_z$.

Put $1/\Lambda=1/\Lambda_N+1/\Lambda_R$. The linear Boltzmann equation with these two relaxation terms, divided by $v$, is

$$\sin\theta\,\frac{\partial\phi}{\partial y}+\frac{\phi}{\Lambda}
=\cos\theta\left[\frac{CG}{2\pi}+\frac{q_z}{\pi v\Lambda_N}\right].$$

In the bulk the derivative vanishes. Multiplying $\phi$ by $v\cos\theta$ and integrating over $\theta$ gives

$$q_z=\frac{Cv\Lambda G}{2}+\frac{\Lambda}{\Lambda_N}q_z .$$

Because $1-\Lambda/\Lambda_N=\Lambda/\Lambda_R$, this yields $q_z=\kappa G$ with $\kappa=Cv\Lambda_R/2$.

Now define $u=q_z/(\kappa G)$ and $\alpha=\Lambda/\Lambda_R$, so that $\Lambda/\Lambda_N=1-\alpha$. The right side of the Boltzmann equation becomes

$$\frac{\kappa G\cos\theta}{\pi v\Lambda}\,S(y),\qquad S=\alpha+(1-\alpha)u .$$

A diffuse wall re-emits isotropically. The deviation is odd in $\cos\theta$ and brings no net energy to the wall, so the emitted deviation is zero. Integrating along each ray from its wall, and then over angles, gives

$$u(y)=\int_{-a}^{a}k(|y-y'|)\,S(y')\,dy',\qquad
k(r)=\int_0^\pi\frac{\cos^2\theta}{\pi}\,
\frac{e^{-r/(\Lambda\sin\theta)}}{\Lambda\sin\theta}\,d\theta .$$

The kernel has unit area over both sides, since $2\int_0^\pi(\cos^2\theta/\pi)\,d\theta=1$. The second moment of each exponential is $2\Lambda^2\sin^2\theta$, so that of the kernel is

$$2\int_0^\pi\frac{\cos^2\theta}{\pi}\,2\Lambda^2\sin^2\theta\,d\theta
=\frac{4\Lambda^2}{\pi}\,\frac{\pi}{8}=\frac{\Lambda^2}{2}.$$

Several $\Lambda$ away from the walls, expand a slowly varying $S(y')$ about $y$. The first-order term cancels by symmetry, and half the second moment multiplies $S''$:

$$u\simeq S+\frac{\Lambda^2}{4}S''=\alpha+(1-\alpha)\left(u+\frac{\Lambda^2}{4}u''\right).$$

Collect $u$ on the left and divide by $\alpha$. The result is $u-\ell^2u''=1$, with

$$\ell^2=\frac{1-\alpha}{\alpha}\,\frac{\Lambda^2}{4}=\frac{\Lambda_R\Lambda^2}{4\Lambda_N}
\simeq\frac{\Lambda_N\Lambda_R}{4}\qquad(\Lambda_N\ll\Lambda_R).$$

The last form is in fact the exact decay length of the integral equation. For a departure $1-u\propto e^{y/\ell}$ each exponential in the kernel contributes $2/(1-\Lambda^2\sin^2\theta/\ell^2)$, and the angular integral gives $2(1-\alpha)=1+\sqrt{1-\Lambda^2/\ell^2}$. For $\Lambda_N<\Lambda_R$ this yields $\ell^2=\Lambda^2/[4\alpha(1-\alpha)]=\Lambda_N\Lambda_R/4$; the form before it differs only because the expansion was cut at $S''$. The factor $1/4$ belongs to motion in a plane. Slow variation requires $\Lambda_N\ll\ell$, which again means $\Lambda_N\ll\Lambda_R$. The slab must also satisfy $a\gg\Lambda_N$, and no slip neglects the wall layer of thickness about $\Lambda_N$.

The narrow limit of part (c) therefore needs $\Lambda_N\ll a\ll\ell$. In that window

$$\kappa_{\rm eff}\simeq\frac{Cv\Lambda_R}{2}\,\frac{4a^2}{3\Lambda_N\Lambda_R}=\frac{2Cva^2}{3\Lambda_N}.$$

Resistive collisions have dropped out: at fixed $C$ and $v$, more frequent normal collisions raise the conductivity, because they slow the diffusion of quasi-momentum to the walls.

## Part (f): a graphite heat-spreading strip

**Question.** A graphite strip spreads heat in electronics cooled to 100 K. Its width, 10 µm, lies in the basal plane; it is 10 µm thick and 200 µm long. Take the rough values $\kappa=4000$ W/(m K), $\Lambda_N=0.5$ µm and $\Lambda_R=20$ µm, with a gradient of 0.01 K/µm. Find the mean conductivity and the heat carried with no slip at the edges.

**Answer.** The nonlocal length and the ratio are

$$\ell=\tfrac12\sqrt{0.5\times20}\ \text{µm}=1.581\ \text{µm},\qquad x=\frac{5}{1.581}=3.162 .$$

With $\tanh x=0.9964$, the loss is $0.9964/3.162=0.315$ and $F=0.685$. Hence

$$\kappa_{\rm eff}=0.685\times4000\simeq2740\ \text{W/(m K)}.$$

Without edge friction the flux would be 4000 W/cm². The mean flux is about 2740 W/cm², and the flux at mid-width is about 3660 W/cm². The cross-section is $10^{-6}$ cm², so the strip carries about 2.7 mW. The middle is close to the bulk flux because it lies about three nonlocal lengths from either edge.

## Part (g): how good is the no-slip value?

**Question.** Solving the integral equation of part (e) numerically for this strip gives $F=0.741$. Interpret the difference, and estimate the effects of temperature variation and of rough top and bottom faces.

**Answer.** The kinetic mean conductivity is about 2960 W/(m K), 8 % above the no-slip value. To see whether the difference comes from the finite $\Lambda_N$, hold the width and $\ell$ fixed and shorten $\Lambda_N$, lengthening $\Lambda_R$ to compensate. The excess of $F$ over no slip is 0.056, 0.030 and 0.015 for $\Lambda_N=0.5$, 0.25 and 0.125 µm. It nearly halves each time. Linear extrapolation of the last two results to zero $\Lambda_N$ gives $F=0.686$, against 0.685 for no slip.

The slip formula can absorb this excess. The kinetic loss is $1-0.7408=0.2592$, so

$$1+\frac{\lambda}{\ell}\tanh x=\frac{0.3151}{0.2592}=1.216,\qquad
\lambda\simeq\frac{0.216}{0.9964}\times1.581\ \text{µm}\simeq0.34\ \text{µm}.$$

This is an effective length, fitted to the mean flux. The interior profile alone extrapolates to a slip length of about 0.36 µm; the fitted value also absorbs the reduced flux in the wall layer of thickness about $\Lambda_N$. With the same free paths and twice the width, this $\lambda$ predicts $F=0.870$. The kinetic solution also gives 0.870, while no slip gives 0.842.

For the temperature effect, suppose that $\kappa$ and both free paths vary as $T^{-3}$, with $Cv$ fixed. This is an illustrative assumption: the heat capacity of graphite rises roughly as $T^{1.7}$ near 100 K, an effect as large as the changes found here, so the percentages below are not predictions for the material. The developed gradient carried over the whole length gives a drop of 2 K, from 101 to 99 K if the centre is at 100 K. This leaves out the ends: the strip is only $10\Lambda_R$ long, and between absorbing reservoirs the temperature jumps at its ends lower the end-to-end conductance by a further 11 % or so in the kinetic model. With no slip, the local mean conductivity changes by $-1.7$ % at the hot end and $+1.6$ % at the cold end. The bulk value changes by about 3 %, but $\ell$ grows with it. In the wide limit $\kappa_{\rm eff}\simeq\kappa(1-\ell/a)$, so the larger friction loss cancels nearly half of the gain. In the kinetic model the change is about 2.0 % either way, and about a third is cancelled.

Smooth top and bottom faces that reflect phonons specularly exert no friction along the strip. If they were fully rough, the relevant length would involve motion across the basal planes. Both $\kappa$ and $\ell^2$ contain the square of the velocity in the direction of transport, which suggests the estimate $\ell_c\simeq\ell\sqrt{\kappa_c/\kappa}$ at equal relaxation times. A rough $\kappa_c=15$ W/(m K) gives $\ell_c\simeq0.097$ µm. The loss would then be about $0.097/5$, or 2 % of the flux. This is too low for graphite, because the two conductivities do not share one relaxation time. In a simple force-constant model of the bands at 100 K the cross-plane speed is about 1.2 km/s. Then $\kappa_c=15$ W/(m K) implies a time near $3\times10^{-11}$ s, within a factor of about two of the normal-collision time $\Lambda_N/v$ at thermal in-plane speeds, and ten to twenty times shorter than the resistive time behind $\kappa$. The velocity ratio of that model gives $\ell_c/\ell\approx0.2$ when modes are weighted by heat capacity and 0.4 to 0.5, depending on the force constants, when they are weighted by quasi-momentum. The no-slip loss at fully rough faces alone is then 6 to 16 % for $\ell=1.58$ µm, and 3 to 7 % for the $\ell\approx0.7$ µm found below; it is slightly smaller when the edges are rough as well.

**The real material.** High-quality graphite near 100 K is a case where normal collisions can outpace resistive ones, and an in-plane conductivity of a few thousand W/(m K) is the right rough size. The two free paths are order-of-magnitude values, and they do not fit the one-speed relation $\kappa=Cv\Lambda_R/2$ well. With $C\approx3\times10^5$ J/(m³ K) at 100 K they imply $v\approx1.3$ km/s, several times below thermal in-plane phonon speeds of roughly 6 to 9 km/s. At such speeds $\kappa=4000$ W/(m K) corresponds to $\Lambda_R$ near 4 µm, which would give $\ell\approx0.7$ µm and a no-slip $F\approx0.86$, so the friction loss is uncertain by a factor of two to three. With these values $\Lambda_N/\ell\approx0.7$, so the condition $\Lambda_N\ll\ell$ of part (e) is not met, and no slip overstates the loss by about half (0.14 against 0.09 in the kinetic model). Flexural phonons, which hold most of the heat capacity at 100 K, also lack the linear dispersion assumed in part (e). Real graphite has several phonon branches with different speeds and free paths, which one $\Lambda_N$ and one $\Lambda_R$ cannot represent; the calculation does not size that error. Grain boundaries and defects shorten $\Lambda_R$. At fixed $C$, $v$ and $\Lambda_N$, they lower $\kappa$ in proportion to $\Lambda_R$ and, as long as $\Lambda_R>\Lambda_N$, $\ell$ as its square root. Real edges also depart from no slip. For diffuse edges the kinetic model moves the mean conductivity up by 8 % with the inputs of part (f) and by about 6 % with $\Lambda_R=4$ µm; partly specular edges would reduce the friction further. For a long, clean strip with diffuse edges and smooth top and bottom faces, the estimate is thus roughly 3000 W/(m K) with the inputs of part (f) and about 3600 W/(m K) with $\Lambda_R=4$ µm.

## Numbers as computed

```
Mean-conductivity factor F (dimensionless):
  x =  0.1: differences 0.00332, formula 0.00332
  x =  1.0: differences 0.23841, formula 0.23841
  x =  3.0: differences 0.66831, formula 0.66832
  x = 10.0: differences 0.90000, formula 0.90000
Narrow limit, x = 0.05: F/(x^2/3) = 0.9990
Wide limit, x = 10: F = 0.90000, 1 - 1/x = 0.90000
Example: graphite strip (rough typical values)
  temperature = 100 K, bulk conductivity = 4000 W/(m K)
  normal free path = 0.5 um, resistive = 20 um
  width = 10 um, thickness = 10 um, length = 200 um
  gradient = 0.01 K/um, total drop = 2.0 K
  nonlocal length ell = 1.581 um
  x = 3.162, tanh(x) = 0.9964
  fractional loss tanh(x)/x = 0.3151
  factor F = 0.6849 (finite differences 0.6849)
  mean conductivity = 2740 W/(m K)
  flux without wall friction = 4000 W/cm2
  mean flux = 2740 W/cm2
  flux at mid-width = 3662 W/cm2
  heat carried by the strip = 2.74 mW
Kinetic factor at fixed ell and width:
  normal free path 0.500 um: F = 0.7408, excess over no slip = 0.0559
  normal free path 0.250 um: F = 0.7146, excess over no slip = 0.0297
  normal free path 0.125 um: F = 0.7001, excess over no slip = 0.0152
  linear extrapolation to zero free path: F = 0.6856
Neglected effects in the example:
  kinetic mean conductivity = 2963 W/(m K), +8.2 % against no slip
  inferred slip length = 0.342 um
  width 20 um: kinetic F = 0.8700, slip law 0.8700, no slip 0.8419
  at 99 K: mean conductivity changes by +1.6 %
  at 101 K: mean conductivity changes by -1.7 %
  cross-plane conductivity = 15 W/(m K), cross-plane nonlocal length = 0.097 um
  loss if top and bottom faces were fully rough = 1.9 %
```
